# Acid-catalysed deprotection kinetics in a shrinking resist film

A resist film is baked for 60 s with an initial catalytic rate of 0.030 s⁻¹ per protected group. At constant volume, 83.5 % of the groups would react. If the film loses 0.15 nm³ per reaction while keeping all its acid, 88.8 % react instead. Someone who knows the initial acid density and fits a simple exponential to that final conversion infers a rate constant of 0.73 nm³/s, although the constant in the model is 0.60 nm³/s. The extra conversion comes from the acid, which is confined to a smaller volume as the reaction proceeds.

## Setting and assumptions

The film has initial volume \(V_0\), \(N_0\) protected groups and \(M\) acid molecules. Its initial densities are \(c_0=N_0/V_0\) and \(h_0=M/V_0\). At time \(t\), \(N\) protected groups remain, and the conversion is

\[
x=1-\frac{N}{N_0}.
\]

Conversion is thus a ratio of numbers. In a film that changes volume it differs from \(1-c/c_0\), where \(c=N/V\) is the present density. Lengths are in nm and times in s.

The assumptions are as follows.

**A1. Linear catalysis.** Each protected group reacts with probability \(k h\) per unit time, where \(h\) is the present acid density. The rate constant \(k\), in nm³/s, does not change during the bake. The reaction returns the acid.

**A2. Prompt, additive shrinkage.** Each reaction removes a fixed volume \(v\ge 0\). The by-product leaves, and the space it occupied closes, in a time short compared with that of the reaction.

**A3. Conserved acid.** No acid evaporates, is neutralized, is trapped or is created during the bake.

**A4. Uniformity.** Acid, protected groups and temperature are uniform, and the numbers are large enough for their fluctuations to be ignored.

Define \(s=vc_0\), with \(0\le s<1\). This is the fraction of the initial volume lost at full conversion. The density \(h_0\) refers to the film at bake temperature, so thermal expansion is not counted as part of \(s\).

## Volume, acid density and rate

**Lemma 1.** Under A2 and A3,

\[
V=V_0(1-sx),\qquad h=\frac{h_0}{1-sx}.
\]

*Proof.* The number of completed reactions is \(N_0x\). Each removes \(v\), hence

\[
V=V_0-vN_0x=V_0\left(1-v\frac{N_0}{V_0}x\right)=V_0(1-sx).
\]

The acid number is fixed, so \(hV=h_0V_0\). Division by \(V\) gives the second formula. ∎

If the substrate prevents lateral contraction, the thickness \(L\) carries the whole volume change and \(L=L_0(1-sx)\). The kinetics need the volume alone; the clamping is used to turn it into a thickness.

**Lemma 2.** Under A1–A4,

\[
\frac{dx}{dt}=k h_0\,\frac{1-x}{1-sx},\qquad x(0)=0.
\]

*Proof.* The expected loss of groups per unit time is \(khN\), so \(dN/dt=-khN\). Substituting \(N=N_0(1-x)\) gives

\[
-N_0\frac{dx}{dt}=-khN_0(1-x).
\]

Cancelling \(-N_0\) leaves \(dx/dt=kh(1-x)\), and Lemma 1 supplies \(h\). ∎

The numerator describes the exhaustion of groups, the denominator the enrichment of acid.

## The integrated law

**Theorem.** Under A1–A4, the conversion at every \(t\ge0\) is the unique solution in \([0,1)\) of

\[
G_s(x)\equiv sx-(1-s)\ln(1-x)=k h_0t .
\]

*Proof.* Separate the variables in Lemma 2 and integrate from the initial state:

\[
\int_0^x\frac{1-sx'}{1-x'}\,dx'=kh_0t.
\]

The numerator can be written as

\[
1-sx'=s-sx'+1-s=s(1-x')+(1-s).
\]

Division by \(1-x'\) therefore gives

\[
\frac{1-sx'}{1-x'}=s+\frac{1-s}{1-x'}.
\]

Since \(\int_0^x dx'/(1-x')=-\ln(1-x)\), the integral equals \(sx-(1-s)\ln(1-x)\), which is the stated law.

For uniqueness, note that \(G_s(0)=0\) and

\[
G_s'(x)=\frac{1-sx}{1-x}>0 .
\]

Because \(1-s>0\), \(G_s\) grows without bound as \(x\to1\). Each non-negative value of \(kh_0t\) is therefore reached once, at some \(x<1\). ∎

The law was tested on a description that does not contain \(V(x)\). In a clamped film the local balances are

\[
\frac{\dot L}{L}=-vkhc,\qquad
\dot c=-khc-c\frac{\dot L}{L},\qquad
\dot h=-h\frac{\dot L}{L}.
\]

They were integrated numerically to 60 s with \(kh_0=0.030\) s⁻¹ for \(s=0\), 0.3, 0.6 and 0.9. With \(x=1-cL/(c_0L_0)\), the two sides of the law differed by at most \(6.4\times10^{-11}\).

**Remark 1: density and conversion.** The second balance has a compression term. It follows from \(c=N/V\):

\[
\frac{dc}{dt}=\frac1V\frac{dN}{dt}-\frac{N}{V^2}\frac{dV}{dt}
=-khc-\frac cV\frac{dV}{dt}.
\]

During shrinkage \(dV/dt<0\), so the last term is positive: compression raises the density of the groups that remain. To see what its omission does when \(V\) and \(h\) are still taken from Lemma 1, put \(y=c/c_0=(1-x)/(1-sx)\) and differentiate the logarithm:

\[
\frac{d\ln y}{dt}
=\left[-\frac1{1-x}+\frac{s}{1-sx}\right]\frac{dx}{dt}
=-\frac{1-s}{(1-x)(1-sx)}\frac{dx}{dt}.
\]

The incomplete balance sets this equal to \(-kh=-kh_0/(1-sx)\). The factor \(1-sx\) cancels, and

\[
\frac{dx}{dt}=\frac{kh_0}{1-s}(1-x),\qquad
x=1-e^{-kh_0t/(1-s)} .
\]

This false result applies the final acid enrichment from the first instant. In the example it gives \(x=0.924\) at 60 s instead of 0.888. The size of the error depends on how the inconsistent equations are closed: integrating the three local balances above with the term dropped from the balance for \(c\) alone, and reading \(x=1-cL/(c_0L_0)\), gives 0.910; dropping it from the balance for \(h\) as well gives 0.871.

The number of groups per unit area, \(n=cL\), has no compression term in a clamped film: \(dn/dt=-khn\). A measurement through the whole thickness that is proportional to \(n\) therefore yields \(x\) directly, provided that the signal per group stays constant.

**Remark 2: two controls.** If the by-products stay and keep their volume, then \(V=V_0\), \(h=h_0\) and \(x=1-e^{-kh_0t}\). The same exponential follows in a shrinking film if acid leaves at just the rate that holds \(h\) at \(h_0\), because then \(dN/dt=-kh_0N\). Shrinkage by itself does not accelerate the reaction in this model; the retention of acid during shrinkage does.

## Conversion as an explicit function of time

**Corollary 1.** Let \(\tau=kh_0t\) and, for \(0<s<1\), \(a=s/(1-s)\). Then

\[
1-x=\frac1a\,W\!\left(a\,e^{a-\tau/(1-s)}\right),
\]

where \(W\) is the principal Lambert function, defined by \(W(z)e^{W(z)}=z\).

*Proof.* Write \(u=1-x\). The law becomes \(s(1-u)-(1-s)\ln u=\tau\). Divide by \(1-s\) and collect the terms in \(u\):

\[
\ln u+au=a-\frac{\tau}{1-s}.
\]

Exponentiation and multiplication by \(a\) give

\[
(au)e^{au}=a e^{a-\tau/(1-s)} .
\]

Both sides are positive, which selects the principal branch. Hence \(au=W(ae^{a-\tau/(1-s)})\). ∎

For \(s=0\) the original law gives \(x=1-e^{-\tau}\) without this division by \(a\).

## Limits

**Early times.** Let \(f(x)=(1-x)/(1-sx)\), so that \(dx/d\tau=f\). The quotient rule gives

\[
f'(x)=\frac{-(1-sx)+s(1-x)}{(1-sx)^2}
=-\frac{1-s}{(1-sx)^2}.
\]

At the start \(dx/d\tau=1\) and \(d^2x/d\tau^2=f'f=-(1-s)\). Taylor's formula then yields

\[
x=\tau-\frac{1-s}{2}\tau^2+O(\tau^3).
\]

The constant-volume result begins \(\tau-\tau^2/2\). Shrinkage therefore first adds \(s\tau^2/2\): some groups must react before the acid is enriched.

**Late times.** The equation for \(u=1-x\) can be rearranged as

\[
u=e^{(s-\tau)/(1-s)}\,e^{-au}.
\]

As \(u\to0\), the last factor tends to one, and

\[
1-x\simeq e^{(s-\tau)/(1-s)} .
\]

The late decay rate is \(kh_0/(1-s)\), as expected for acid at its final density. The factor \(e^{s/(1-s)}\) in front of the decay records the earlier period, when the acid was more dilute.

**Nearly complete volume loss.** For fixed \(x<1\), \(G_s(x)\to x\) as \(s\to1\). Thus \(x\to\tau\) when \(\tau<1\). For \(\tau\ge1\), \(G_s\) at any fixed \(x<1\) eventually lies below \(\tau\), so the solution must exceed that \(x\), and \(x\to1\). In this limit the loss of groups and the rise in acid density cancel, and the overall rate is constant until the groups run out. It is a formal limit, since the film vanishes at full conversion.

## Acceleration without an induction period

**Proposition 1.** For \(0<s<1\), the rate per remaining group rises during the bake, while the overall rate \(dx/dt\) falls.

*Proof.* The rate per remaining group is \(kh=kh_0/(1-sx)\), which increases with \(x\). The overall rate is \(kh_0f(x)\), and \(f'(x)<0\). Since \(x\) increases with time, \(dx/dt\) decreases. ∎

A plot of \(-\ln(1-x)\) against time consequently bends upward, its slope being \(kh\), whereas \(x(t)\) itself bends downward. Within A1–A4, a sigmoidal \(x(t)\) with a slow start cannot be explained by shrinkage and needs another cause.

**Proposition 2.** At fixed \(k\) and \(h_0\), shrinkage shortens the time needed to reach conversion \(x\) by

\[
\Delta t=\frac{s[-\ln(1-x)-x]}{kh_0}.
\]

*Proof.* With \(\ell=-\ln(1-x)\), the constant-volume time is \(\ell/(kh_0)\). The theorem gives

\[
kh_0t=sx+(1-s)\ell=\ell-s(\ell-x).
\]

Subtracting the two times gives the result. ∎

The fraction of time saved is \(s(1-x/\ell)\). For small \(x\), \(\ell=x+x^2/2+\cdots\), and the fraction is about \(sx/2\). As \(x\to1\), \(\ell\) diverges and the fraction approaches \(s\).

The same identity gives the error of a one-point exponential fit. Such a fit assigns \(k_{\rm app}=\ell/(h_0t)\), so that

\[
\frac{k_{\rm app}}k=\frac{\ell}{\ell-s(\ell-x)} .
\]

The ratio depends on the conversion at which the fit is made. The apparent constant is therefore not a material constant, even when \(k\) is one.

## Changing temperature and acid loss

**Proposition 3.** Keep the other assumptions, but let the rate constant be \(k(t)\) and let a fraction \(m(t)\) of the initial acid survive, where both functions are independent of \(x\). Then

\[
sx-(1-s)\ln(1-x)=h_0\int_0^t k(t')m(t')\,dt'.
\]

*Proof.* The acid density is now \(h_0m(t)/(1-sx)\). The rate equation becomes

\[
\frac{1-sx}{1-x}\frac{dx}{dt}=h_0k(t)m(t).
\]

The left side is \(dG_s/dt\); integration from \(x=0\) gives the law. ∎

If \(m=e^{-\lambda t}\) at constant \(k\), the right side is \(kh_0(1-e^{-\lambda t})/\lambda\). It stays finite as \(t\to\infty\), so the conversion stops short of one. The shortfall is appreciable when \(kh_0/\lambda\) is of order one: with the values of the example it is 0.17 for \(\lambda=0.02\) s⁻¹ but below \(10^{-9}\) for \(\lambda=0.002\) s⁻¹. If only the temperature changes, the clock time is replaced by \(t_{\rm eff}=\int_0^t k(t')\,dt'/k\), with \(k\) taken at the final bake temperature.

## Worked example

The film is 100 nm thick, with \(c_0=2.0\) nm⁻³, \(h_0=0.050\) nm⁻³, \(v=0.15\) nm³ and \(k=0.60\) nm³/s. Therefore

\[
s=0.15\times2.0=0.30,\qquad
kh_0=0.60\times0.050=0.030\ {\rm s^{-1}} .
\]

After 60 s, \(\tau=0.030\times60=1.80\), and the solution is \(x=0.8882\). Substitution confirms it:

\[
0.30(0.8882)+0.70(2.191)=0.266+1.534=1.80 .
\]

The final thickness is \(100(1-0.266)=73.4\) nm, and the acid density has risen to \(0.050/0.7335=0.068\) nm⁻³. Although 11 % of the groups remain, their density is 0.305 nm⁻³, or 15 % of its initial value. Reading this density as a count would give a conversion of 85 % instead of 89 %.

At 10 s the conversions with and without shrinkage are 0.269 and 0.259; at 40 s they are 0.751 and 0.699. The early estimate of the gain, \(s\tau^2/2\), gives 0.0135 at 10 s, against 0.010 from the full solutions. The higher terms are already visible at \(\tau=0.3\).

Reaching \(x=0.50\) takes 21.2 s instead of 23.1 s, a saving of 8 %. Reaching \(x=0.90\) takes 62.7 s instead of 76.8 s, a saving of 18 %. The effect grows because the last groups react in the most concentrated acid. The one-point fit at 60 s gives

\[
k_{\rm app}=\frac{2.191}{0.050\times60}=0.730\ {\rm nm^3/s},
\]

which is 22 % above the model's \(k\).

**Remark 3: individual reactions.** In a well-mixed cube of side 10 nm there are initially 2000 groups and 50 acids. After \(j\) reactions the mean wait for the next one is

\[
\frac{V_0-vj}{kM(N_0-j)}
=\frac{1}{kh_0N_0}\,\frac{1-sj/N_0}{1-j/N_0}.
\]

The sum of these waits is a left-hand Riemann sum for the integral in the theorem. Up to \(x=0.90\) it gives 62.67 s, while the integral gives 62.73 s. The difference is the expected end correction: the integrand rises from 1 to 7.3, and \((7.3-1)/(2N_0kh_0)=0.05\) s. In 400 sampled histories the mean time was 62.66 s, with a standard error of 0.09 s.

## Real bakes and the limits of the law

The parameters are round values in the rough regime of a post-exposure bake of a positive chemically amplified resist. A bake near 110 °C for about a minute and a film of about 100 nm are ordinary conditions. Rate constants and acid densities vary widely with resist and dose. The value \(s=0.30\) represents a heavily protected film and is large for resists in which fewer units carry a protecting group; at fixed \(v\), \(s\) falls in proportion to \(c_0\). Real wafers do not start at bake temperature, which breaks the assumption of constant \(k\). For a start at 296 K, an exponential approach to 383 K with a time constant of 3 s and an activation energy of 1.0 eV, Proposition 3 gives 7.6 s of lost bake time. The final conversion drops by 0.040, to 0.848.

This drop is comparable with the gain of 0.053 from shrinkage. An exponential that ignores both effects gives 0.835, just 0.013 below the value with both included. The near cancellation belongs to these parameters, but it shows that agreement at one bake time does not establish constant volume.

Other departures, each applied alone to the 60 s bake, have these sizes:

- **Temperature error.** A bake 1 K hotter raises \(k\) by 8.2 % and \(x\) by 0.020.
- **Acid loss.** A loss rate of 0.002 s⁻¹ lowers \(x\) by 0.017.
- **By-product escape.** The slowest diffusion mode of a film sealed at the substrate has the time \(4L_0^2/(\pi^2D)\). For \(D=10^4\) nm²/s this is 0.41 s. Delaying the volume loss by a first-order lag of that length lowers \(x\) by 0.0006. The lag somewhat overstates the delay: the mean residence time for a uniform source is \(L_0^2/(3D)=0.33\) s, and thinning shortens it further.
- **Slow collapse.** If the vacated space instead closes with a 10 s lag, \(x\) falls by 0.013.
- **Changing chemistry.** If \(k\) falls linearly with \(x\), by 20 % at full conversion, \(x\) is lower by 0.034.
- **Acid order.** If the rate varies as \(h^{1.5}\), with the initial rate held fixed, \(x\) is higher by 0.026.
- **Acid-number fluctuations.** Isolated 10 nm cells with a Poisson mean of 50 acids have a standard deviation of 0.041 in \(x\). Their mean conversion is lower by 0.006, because \(x\) is a concave function of \(\tau\). Exchange of acid between cells would average part of this spread. Both numbers depend on the chosen cell size, which stands for the distance over which acid mixes: the shift and the spread are 0.052 and 0.146 for 5 nm cells, and 0.0008 and 0.014 for 20 nm cells.
- **Slow acid.** A4 also requires acid to move fast enough to reach fresh groups. For fixed groups, independently diffusing acids and a reaction radius \(R\), the steady effective constant is \(4\pi D_aR\,[1-\tanh(qR)/(qR)]\) with \(q^2=3k/(4\pi R^3D_a)\). With \(R=0.5\) nm and at constant volume, this steady constant lowers \(x\) from 0.835 to 0.801 for an acid diffusivity \(D_a=1\) nm²/s and to 0.729 for \(D_a=0.3\) nm²/s. The steady value is approached from above, and the time-dependent diffusion problem gives about 0.803 and 0.739. For slow acid the apparent constant therefore also falls with time, at \(D_a=0.3\) nm²/s from 0.47 nm³/s at 10 s to 0.45 nm³/s at 60 s.

For the assumed diffusivity, then, escape is prompt enough (it would not be at \(D=10^2\) nm²/s, where diffusion across the initial thickness lowers \(x\) by about 0.03, half the shrinkage gain), while the constancy of \(k\) and the order in acid matter at the level of the shrinkage correction itself. To extract \(k\) from such a film, one needs the initial acid density, the conversion at several times, and the temperature history together with the activation energy. In the warm-up example, assuming 0.5 or 1.5 eV in place of 1.0 eV gives \(k=0.55\) or 0.63 nm³/s from a least-squares fit to \(x\) at 10, 20, 40 and 60 s with \(s\) fixed at 0.30, and 0.58 or 0.61 nm³/s from the 60 s point alone. The shape of \(x(t)\) fixes \(s\) only loosely: to about \(\pm0.04\) for these four times, errors of 0.005 in \(x\) and \(k\) fitted together with \(s\), provided the model is exact. With the wrong activation energies above, the fitted \(s\) moves to 0.56 or 0.06. The thickness should therefore be measured as well. Without the acid density, \(k\) appears only in the product \(kh_0\). Even with all these data the fit assumes A1–A4: if \(k\) falls by 20 % at full conversion, a constant-\(k\) fit to the same four times returns about 0.56 nm³/s with \(s\) fixed at 0.30; with \(s\) free it returns 0.60 nm³/s and a false \(s=0.12\). In a patterned film, acid also moves between regions of different dose. The uniform law cannot then be applied point by point with the initial acid density; transport of acid and the motion of the film must be solved together with the reaction.

The main values are in the numerical output below.

## Computed results

```
initial thickness: 100.0 nm
initial protected-group density: 2.00 nm^-3
initial acid density h0: 0.050 nm^-3
volume lost per reaction: 0.150 nm^3
shrinkage parameter s: 0.300 (dimensionless)
rate constant k: 0.600 nm^3/s
initial rate k*h0: 0.0300 s^-1
late rate k*h0/(1-s): 0.04286 s^-1
bake: 60.0 s at 383.15 K
reduced bake time: 1.800 (dimensionless)
at 10 s: x=0.26897, x without shrinkage=0.25918
at 20 s: x=0.47894, x without shrinkage=0.45119
at 40 s: x=0.75148, x without shrinkage=0.69881
at 60 s: x=0.88817, x without shrinkage=0.83470
final thickness: 73.355 nm
final acid density: 0.06816 nm^-3
final protected-group density: 0.30490 nm^-3
time to x=0.50: 21.173 s; without shrinkage 23.105 s
time to x=0.80: 45.554 s; without shrinkage 53.648 s
time to x=0.90: 62.727 s; without shrinkage 76.753 s
time to x=0.95: 79.400 s; without shrinkage 99.858 s
k inferred if shrinkage is ignored: 0.73026 nm^3/s
relative error of that k: 21.71 %
x from incomplete density balance: 0.92357
largest law residual in film solutions: 6.4e-11
small cell: 1000 nm^3, 50 acids
number of sampled reaction histories: 400
sampled mean time to x=0.90: 62.656 s
standard error of sampled mean: 0.085 s
summed mean time in small cell: 62.675 s
shrinkage changes final x by: +0.05347
activation energy: 1.00 eV
warm-up: from 296.15 K, constant 3.0 s
bake time lost to warm-up: 7.612 s
warm-up changes final x by: -0.04047
1 K hotter: k changes by +8.20 %
1 K hotter changes final x by: +0.02047
acid loss at 0.0020 s^-1 changes x by: -0.01694
by-product diffusivity: 1.0e+04 nm^2/s
by-product escape time: 0.405 s
escape delay changes final x by: -0.00057
10 s collapse lag changes x by: -0.01328
k falling 20 % by x=1 changes x by: -0.03428
acid order 1.5 changes final x by: +0.02581
isolated-cell acid noise changes mean x by: -0.00644
isolated-cell standard deviation of x: 0.04082
```
